# Madelung constants of the alternating chain and of rock salt

## The problem

Point charges $+1$ and $-1$ alternate on a lattice with nearest-neighbour distance $d$. In Hartree atomic units a charge $q$ produces the potential $q/r$. The Madelung constant $M$ is defined by the potential that all other ions produce at a $+1$ ion:

$$\phi=-\frac{M}{d}.$$

1. Show that an infinite chain, summed symmetrically outwards from the chosen ion, has $M=2\ln 2$.
2. For rock salt, sum over cubes centred on an ion, counting boundary ions by the fraction of their charge that lies inside: $1/2$ on faces, $1/4$ on edges, $1/8$ at corners. This is Evjen's method. Find $M$ to six decimals. Measure the power of the cube size with which the error falls, and explain it.
3. Find the electrostatic energy per ion pair of both systems for $d=5$ bohr.

The order of summation is part of the question. In rock salt the number of ions in a shell grows as $r^2$ and each contributes $1/r$, so the sum of absolute values diverges. In the chain that sum diverges logarithmically. Neither sum converges absolutely, so the result can depend on the order in which the terms are added.

## Hints

**For 1.** Write $1/k=\int_0^1x^{k-1}dx$ and sum a geometric series under the integral.

**For 2, the value.** Do the smallest cube by hand, and check that the weighted cube is neutral. To measure a power $p$, compare the errors of cubes of size $L$ and $2L$: the ratio of their magnitudes tends to $2^p$.

**For 2, the explanation.** A Gaussian $e^{-r^2t^2}$ is a product of functions of $x$, $y$ and $z$, and $1/r$ is an integral over such Gaussians. The cube sum then reduces to a sum along one line.

**For 3.** Each pair interaction must be counted once.

## Solution

### 1. The chain

Measure distances in units of $d$. There are two ions at distance $k$, each with charge $(-1)^k$. With $N$ ions on each side, the estimate of $M$ is

$$S_N=2\sum_{k=1}^{N}\frac{(-1)^{k+1}}{k}
=2\int_0^1\sum_{k=1}^{N}(-x)^{k-1}dx
=2\int_0^1\frac{1-(-x)^N}{1+x}\,dx .$$

The first part of the integral is $2\ln2$, so

$$S_N=2\ln 2-2(-1)^N\int_0^1\frac{x^N}{1+x}\,dx .$$

Since $1+x\ge1$, the remainder is at most $2/(N+1)$ in magnitude. It vanishes as $N\to\infty$, and $M=2\ln2=1.386294$.

Two integrations by parts give the size of the error:

$$\int_0^1\frac{x^N}{1+x}dx=\frac{1}{2(N+1)}+\frac{1}{4(N+1)(N+2)}+O(N^{-3})=\frac1{2N}-\frac1{4N^2}+O(N^{-3}).$$

Hence $S_N-M=-(-1)^N\left[1/N-1/(2N^2)\right]+O(N^{-3})$. Halving the two end charges removes half of the last term of $S_N$, which adds $(-1)^N/N$. This cancels the leading error and leaves $(-1)^N/(2N^2)$. For $N=10$ the sum is $1.29127$ with whole ends and $1.39127$ with half ends.

### 2. Rock salt: the value

The ion at $(i,j,k)$ has charge $(-1)^{i+j+k}$ relative to the central one. Let $w_n=1$ for $|n|<L$ and $w_n=1/2$ for $|n|=L$. The product $w_iw_jw_k$ gives the required weights, and

$$M_L=-\sum_{(i,j,k)\ne0}\frac{w_iw_jw_k(-1)^{i+j+k}}{\sqrt{i^2+j^2+k^2}},\qquad |i|,|j|,|k|\le L .$$

Along one line, $\sum_n w_n(-1)^n$ splits into $2L$ unit intervals, each with $+1/2$ at one end and $-1/2$ at the other, so it is zero. The cube's charge, central ion included, is the third power of this sum and also vanishes.

For $L=1$ there are 6 face ions, 12 edge ions and 8 corner ions:

$$M_1=\frac62-\frac{12}{4\sqrt2}+\frac{8}{8\sqrt3}=3.000000-2.121320+0.577350=1.456030 .$$

Larger cubes are summed by computer. Errors are taken relative to $M=1.7475645946$, which comes from an integral derived below that involves no cubes.

| $L$ | $M_L$ | $M_L-M$ | $(-1)^LL^4(M_L-M)$ |
|---|---|---|---|
| 1 | 1.456030 | $-2.9\times10^{-1}$ | 0.2915 |
| 2 | 1.751769 | $+4.205\times10^{-3}$ | 0.0673 |
| 3 | 1.747042 | $-5.230\times10^{-4}$ | 0.0424 |
| 5 | 1.747501 | $-6.409\times10^{-5}$ | 0.0401 |
| 10 | 1.74756860 | $+4.009\times10^{-6}$ | 0.0401 |
| 20 | 1.74756485 | $+2.506\times10^{-7}$ | 0.0401 |
| 40 | 1.74756461 | $+1.566\times10^{-8}$ | 0.0401 |

To six decimals $M=1.747565$, and all computed cubes from $L=26$ to $40$ round to this value. So large an $L$ is needed because $M$ lies only $9.5\times10^{-8}$ above the rounding boundary $1.7475645$.

From $L=10$ to $20$ the error falls by $4.009\times10^{-6}/2.506\times10^{-7}\approx16.0=2^4$. The measured power is 4.

### 2. Rock salt: why the fourth power

**Factorization.** Insert $1/r=(2/\sqrt\pi)\int_0^\infty e^{-r^2t^2}dt$. Including the origin would add a term 1 to the sum of Gaussians, so this 1 is subtracted:

$$M_L=\frac2{\sqrt\pi}\int_0^\infty\left[1-s_L(t)^3\right]dt,\qquad s_L(t)=\sum_{n=-L}^{L}w_n(-1)^ne^{-n^2t^2}.$$

**The infinite line.** Let $s(t)$ be the same sum over all $n$ with unit weights. Poisson summation, with $(-1)^n=e^{-i\pi n}$ and the Fourier transform $(\sqrt\pi/t)e^{-\omega^2/4t^2}$ of the Gaussian, gives

$$s(t)=\frac{\sqrt\pi}{t}\sum_{k=-\infty}^{\infty}e^{-\pi^2(k+1/2)^2/t^2}.$$

For $t\le1$ this is at most $(C/t)e^{-\pi^2/4t^2}$ with a constant $C$. At large $t$, $1-s\approx2e^{-t^2}$. Therefore

$$M=\frac2{\sqrt\pi}\int_0^\infty\left[1-s(t)^3\right]dt$$

converges. It supplies the reference value, and the estimate of $M_L-M$ below shows that it is the limit of the cubes.

**The missing tail.** Put $f(x)=e^{-x^2t^2}$ and $A(a)=\sum_{n\ge0}(-1)^nf(a+n)$. At each end $s_L$ lacks half of the ion at $L$ and everything beyond it, so

$$\delta\equiv s_L-s=-2(-1)^L\left[A(L)-\tfrac12f(L)\right].$$

Since $f$ decreases, $0\le A(L)\le f(L)$, hence $|\delta|\le e^{-L^2t^2}$. For a sharper estimate write $A=f/2-f'/4+h$. From $A(a)+A(a+1)=f(a)$,

$$h(a)+h(a+1)=\frac12\left[\frac{f'(a)+f'(a+1)}2-\int_a^{a+1}f'(x)\,dx\right].$$

The square bracket is the error of the trapezoid rule, $\frac12\int_a^{a+1}(x-a)(a+1-x)f'''(x)\,dx$, as two integrations by parts confirm. Since $(x-a)(a+1-x)\le1/4$, the right side is at most $\frac1{16}\int_a^{a+1}|f'''|dx$ in magnitude. Applying the relation repeatedly at $a,a+1,\dots$, with $h\to0$ at infinity, gives $|h(a)|\le\frac1{16}\int_a^\infty|f'''|dx$. Thus

$$\delta=\frac{(-1)^L}{2}f'(L)-2(-1)^Lh(L),\qquad \frac{(-1)^L}{2}f'(L)=-(-1)^LLt^2e^{-L^2t^2}.$$

With $u=Lt$ held fixed, the first term scales as $1/L$ and the bound on the second as $1/L^2$. The first term therefore dominates for large $L$.

**The error.** Expanding $s_L^3=(s+\delta)^3$,

$$M_L-M=-\frac2{\sqrt\pi}\int_0^\infty\left(3s^2\delta+3s\delta^2+\delta^3\right)dt .$$

The mixed terms are exponentially small. For $t\le1$ they are bounded by constants times $t^{-2}e^{-b/t^2-at^2}$, with $(b,a)=(\pi^2/2,L^2)$ or $(\pi^2/4,2L^2)$. Substitute $v=1/t$ and $y=\sqrt b\,v-\sqrt a/v$. The exponent becomes $-y^2-2\sqrt{ab}$, and $dy\ge\sqrt b\,dv$, so the integral is at most $\sqrt{\pi/b}\,e^{-2\sqrt{ab}}$. In both cases $2\sqrt{ab}=\sqrt2\,\pi L$. The range $t>1$ contributes at most of order $e^{-L^2}$.

The cubic term remains. Using $\int_0^\infty t^6e^{-\alpha t^2}dt=15\sqrt\pi/(16\alpha^{7/2})$ with $\alpha=3L^2$, so that $\alpha^{7/2}=27\sqrt3\,L^7$,

$$M_L-M\simeq(-1)^L\frac{2L^3}{\sqrt\pi}\,\frac{15\sqrt\pi}{16\cdot27\sqrt3\,L^7}
=(-1)^L\frac{5}{72\sqrt3}\,\frac1{L^4}.$$

The coefficient is $0.040094$, in agreement with the last column of the table. Each direction contributes one derivative of the Gaussian, so the leading error is proportional to $\partial_x\partial_y\partial_z(1/r)$ at the cube's corners. This is an octopole potential, which falls as $r^{-4}$.

The law holds for large $L$. At $L=2$ the mixed terms, evaluated numerically, still amount to $1.8\times10^{-3}$ in magnitude, against a total error of $4.2\times10^{-3}$. The derivation covers ion-centred cubes of the rock-salt lattice; other structures or cell shapes need their own analysis.

### 3. The energy

Each ion has energy $-M/d$ in the field of the others, because a $-1$ ion sees the surroundings of a $+1$ ion with all charges reversed, and so the potential $+M/d$. A pair has two ions, and a factor $1/2$ prevents double counting, so the energy per pair is $-M/d$:

$$E_{\text{chain}}=-\frac{1.386294}{5}=-0.2773\ \text{hartree}=-7.54\ \text{eV},$$

$$E_{\text{rock salt}}=-\frac{1.747565}{5}=-0.3495\ \text{hartree}=-9.51\ \text{eV}.$$

At equal $d$ the three-dimensional arrangement binds 1.26 times as strongly. These are energies of rigid point charges relative to infinite separation. Short-range repulsion, polarization and zero-point motion are left out, so they are not full cohesive energies. Without repulsion, $-M/d$ would have no minimum at finite $d$.

## Variation 1: a chain with ends

*Find the energy per pair of a finite chain of $P$ pairs, to first order in $1/P$.*

There are $2P-k$ pairs of sites at distance $k$, so

$$E\,d=\sum_{k=1}^{2P-1}(2P-k)\frac{(-1)^k}{k}=-P\,S_{2P-1}+1 ,$$

where the $+1$ is $-\sum_{k=1}^{2P-1}(-1)^k$. Part 1 gives $S_{2P-1}=2\ln2+1/(2P)+O(P^{-2})$. Hence

$$\frac{E\,d}{P}=-2\ln2+\frac1{2P}+O(P^{-2}).$$

For large $P$ the two ends together cost an energy $1/(2d)$. For $P=500$ the explicit pair sum divided by $P$ gives $E\,d/P=-1.385295$, which is $0.001$ above $-2\ln2$, as predicted.

## Variation 2: cubes of whole ions

*How fast does the rock-salt sum converge if boundary ions keep their full charge?*

Each line sum gains the missing halves of its two end ions, $(-1)^Le^{-L^2t^2}$. This now dominates the tail, since the earlier $\delta$ is smaller by a factor of order $1/L$. The mixed terms remain exponentially small, and the cubic term gives

$$M_L^{\text{whole}}-M\simeq-(-1)^L\frac2{\sqrt\pi}\int_0^\infty e^{-3L^2t^2}dt=-\frac{(-1)^L}{\sqrt3\,L}.$$

Including $\delta$ to first order multiplies the integrand by $1-3Lt^2$. The average of $t^2$ over the Gaussian is $1/(6L^2)$, so the error acquires the factor $1-1/(2L)$. To this order, that replaces $L$ by $L+\tfrac12$. At $L=20$ the prediction is $-1/(20.5\sqrt3)=-0.02816$, and the computed sum $1.719401$ lies $0.02816$ below $M$.

The whole-ion cube carries net charge $(-1)^L$, and its error falls only as $1/L$. Halving the boundary charges in each direction removes the leading tail from all three factors, which gives the $L^{-4}$ law. Neutrality alone is not enough. Halving in one direction already makes the cube neutral, but it replaces only one factor $e^{-L^2t^2}$ in the cubic term by $Lt^2e^{-L^2t^2}$, so the error falls as $L^{-2}$. Each further direction gains one more power of $1/L$. The numerical check confirms both rates by explicit lattice sums.

## Calculated quantities

```
CHAIN (Madelung constants are dimensionless)
2 ln 2 = 1.38629436
N=   1: whole ends 2.00000000, half ends 1.00000000
N=   2: whole ends 1.00000000, half ends 1.50000000
N=  10: whole ends 1.29126984, half ends 1.39126984
N= 100: whole ends 1.37634436, half ends 1.38634436
N=1000: whole ends 1.38529486, half ends 1.38629486
exponent N=100->200, whole ends: 0.9964
exponent N=100->200, half ends: 1.9999
finite chain, 500 pairs: -E d/pair = 1.385295
ROCK SALT
reference M from theta integral = 1.7475645946
first cube: faces 3.000000, edges -2.121320, corners 0.577350
L, fractional cube, its error, (-1)^L error L^4, whole-ion cube
  1 1.45602993 -2.915e-01 0.291535 2.133521
  2 1.75176913 +4.205e-03 0.067273 1.516646
  3 1.74704156 -5.230e-04 0.042365 1.912504
  4 1.74772111 +1.565e-04 0.040068 1.619270
  5 1.74750050 -6.409e-05 0.040058 1.852535
  6 1.74759552 +3.092e-05 0.040075 1.658742
 10 1.74756860 +4.009e-06 0.040091 1.692579
 20 1.74756485 +2.506e-07 0.040094 1.719401
 40 1.74756461 +1.566e-08 0.040094 1.733309
predicted coefficient 5/(72 sqrt3) = 0.040094
exponent, fractional cubes L=5->10: 3.9988
exponent, fractional cubes L=10->20: 3.9999
exponent, fractional cubes L=20->40: 4.0000
exponent, whole-ion cubes L=20->40: 0.9823
whole-ion error / predicted with L+1/2, L=20: 1.000000
mixed terms * exp(sqrt2 pi L), L=2: 12.89
mixed terms * exp(sqrt2 pi L), L=3: 19.49
mixed terms * exp(sqrt2 pi L), L=4: 14.10
mixed terms * exp(sqrt2 pi L), L=5: 18.77
mixed terms * exp(sqrt2 pi L), L=6: 14.60
all cubes L=26..40 round to 1.747565
MODEL ENERGIES, charges +-1 e, d = 5.0 bohr
chain: -0.277259 hartree/pair = -7.5446 eV/pair
rock salt: -0.349513 hartree/pair = -9.5107 eV/pair
ratio rock salt / chain = 1.2606
```
